# Inverse participation ratios of random vectors and disordered supercell states

## 1. Two sites

A real unit vector with two components is a point on a circle, $\psi=(\cos\theta,\sin\theta)$. Its inverse participation ratio is the sum of the squared site probabilities,

$$P=\cos^4\theta+\sin^4\theta .$$

Since $\cos^2\theta+\sin^2\theta=1$, squaring this identity gives

$$P=1-2\sin^2\theta\cos^2\theta=1-\tfrac12\sin^2 2\theta=\tfrac34+\tfrac14\cos4\theta .$$

$P$ equals 1 when the particle sits on one site and $1/2$ when the sites share it equally. If all angles are equally likely, the cosine averages to zero and the mean is $3/4$. This exceeds $1/2$ because most directions do not share the weight equally.

If the amplitudes are complex, write $\psi=(\cos\frac\theta2,e^{i\phi}\sin\frac\theta2)$. A uniform distribution of states is then uniform in solid angle, so $u=\cos\theta$ is uniform between $-1$ and $1$. The site probabilities are $(1\pm u)/2$, and

$$P=\frac{(1+u)^2+(1-u)^2}{4}=\frac{1+u^2}{2},\qquad E[P]=\frac{1+1/3}{2}=\frac23 .$$

Here $E$ denotes the mean. Complex vectors are more evenly spread, because each site weight is the sum of two squares, which fluctuates relatively less than one square.

## 2. The general statement

For $N$ sites let $p_i=|\psi_i|^2$, with $\sum_ip_i=1$, and $P=\sum_ip_i^2$. The claim is

$$E[P]=\frac{3}{N+2}\ \text{(real)},\qquad E[P]=\frac{2}{N+1}\ \text{(complex)},$$

for vectors uniformly distributed on the unit sphere. At $N=2$ these give $3/4$ and $2/3$.

The smallest possible $P$ follows from expanding a sum of squares:

$$\sum_i\Big(p_i-\frac1N\Big)^2=P-\frac2N\sum_ip_i+\frac{N}{N^2}=P-\frac1N\ge0 .$$

Thus $NP\ge1$, with equality when every $p_i=1/N$. In the real case this leaves a finite set of sign choices. In the complex case it leaves $N$ free phases on a sphere of dimension $2N-1$. For $N\ge2$ both sets have zero measure, so a random vector has $NP>1$ with probability one.

This is a statement about random vectors. It does not forbid an extended state of a disordered Hamiltonian from having $P=1/N$, as section 6 shows.

## 3. The mean from Gaussian vectors

The components of a random unit vector are not independent, because their squares must add to one. Independent Gaussian components avoid this difficulty. Let $g_1,\dots,g_N$ be real, with zero mean and unit variance. Their joint density is proportional to

$$e^{-g_1^2/2}\cdots e^{-g_N^2/2}=e^{-r^2/2},\qquad r^2=\sum_ig_i^2 .$$

It depends on the length $r$ alone. In spherical coordinates the probability is proportional to $r^{N-1}e^{-r^2/2}\,dr\,d\Omega$, a product of a radial and an angular factor. Hence $\psi=g/r$ is uniform on the sphere and independent of $r$. Since $g_i=r\psi_i$,

$$E\Big[\sum_ig_i^4\Big]=E[r^4P]=E[r^4]\,E[P].$$

The last equality needs the independence. In 200,000 sampled two-component vectors the correlation between $r^2$ and $P$ was 0.003 for Gaussian components, compatible with zero. For points uniform in a square it was $-0.33$: long vectors there point towards the corners, where the weights are equal. Normalizing such vectors does not give a uniform direction.

**Real vectors.** Integration by parts with the weight $e^{-g^2/2}$ gives $E[g^{k+2}]=(k+1)E[g^k]$, so $E[g^4]=3E[g^2]=3$. In $r^4=\sum_{ij}g_i^2g_j^2$ there are $N$ terms with $i=j$, each of mean 3, and $N(N-1)$ terms with $i\ne j$, each of mean 1:

$$E[r^4]=3N+N(N-1)=N(N+2).$$

Therefore

$$E[P]=\frac{3N}{N(N+2)}=\frac3{N+2}.$$

**Complex vectors.** Let the real and imaginary parts of $g_i$ be independent Gaussians of variance $1/2$, so that $E|g_i|^2=1$. In the complex plane the area element is proportional to $d(|g|^2)$. The weight $w=|g|^2$ therefore has density $e^{-w}$ and moments $E[w^k]=k!$. Thus $E|g|^4=2$, and

$$E[r^4]=2N+N(N-1)=N(N+1),\qquad E[P]=\frac{2N}{N(N+1)}=\frac2{N+1}.$$

For large $N$ the products $NP$ tend to 3 and 2. These are the ratios $E[w^2]/E[w]^2$ for one squared real Gaussian and for the sum of two. The excess over 1 measures the site-to-site fluctuation of the density, and it does not vanish as the system grows.

**A second route.** Fixing one real component at $x$ leaves a sphere of radius $\sqrt{1-x^2}$ in $N-1$ dimensions. Its area is proportional to $(1-x^2)^{(N-2)/2}$, and the strip has thickness $dx/\sqrt{1-x^2}$. The density of one component is thus proportional to $(1-x^2)^{(N-3)/2}$. Numerical integration of $Nx^4$ with this density at $N=1000$ gives $E[P]=0.00299401$, which equals $3/1002$ to the digits shown. Equal weights would give $0.001$.

## 4. How widely P scatters

A mean alone does not say what one eigenvector will show, so the variance is needed. From the radial density, integration by parts gives $E[r^{m+2}]=(N+m)E[r^m]$ for real vectors, and so

$$E[r^8]=N(N+2)(N+4)(N+6).$$

The Gaussian recursion gives $E[g^8]=7\cdot5\cdot3=105$. Squaring $\sum_ig_i^4$ produces $N$ diagonal terms of mean 105 and $N(N-1)$ others of mean $3^2=9$. Independence of $r$ and $P$ then yields

$$E[P^2]=\frac{105N+9N(N-1)}{E[r^8]}=\frac{9N+96}{(N+2)(N+4)(N+6)} .$$

Subtract $9/(N+2)^2$ over a common denominator. The numerator is

$$(9N+96)(N+2)-9(N+4)(N+6)=24N-24,$$

since the products are $9N^2+114N+192$ and $9N^2+90N+216$. Hence

$$\mathrm{Var}\,P=\frac{24(N-1)}{(N+2)^2(N+4)(N+6)}\quad\text{(real)}.$$

For complex vectors $R=r^2$ has density proportional to $R^{N-1}e^{-R}$, so $E[R^4]=N(N+1)(N+2)(N+3)$. With $E[w^4]=24$ and $E[w^2]^2=4$,

$$E[P^2]=\frac{24N+4N(N-1)}{E[R^4]}=\frac{4N+20}{(N+1)(N+2)(N+3)} .$$

Subtracting $4/(N+1)^2$ leaves the numerator $(4N+20)(N+1)-4(N+2)(N+3)=4N-4$, and

$$\mathrm{Var}\,P=\frac{4(N-1)}{(N+1)^2(N+2)(N+3)}\quad\text{(complex)}.$$

For large $N$ the standard deviations of $NP$ approach $\sqrt{24/N}$ and $2/\sqrt N$. At $N=1000$ the full formulas give $NP=2.994\pm0.154$ for real and $1.998\pm0.063$ for complex vectors. Chebyshev's inequality bounds the chance of a deviation at least $d$ by $\mathrm{Var}/d^2$. For $NP\le1.5$ in the real case,

$$\text{chance}\le\left(\frac{0.1538}{2.9940-1.5}\right)^2\approx0.011 .$$

The complex bound is 0.016. These are upper bounds, not estimates of the chance itself.

## 5. Counting sites with 1/P

The number $1/P$ is often read as the number of sites a state occupies. That reading holds for equal weights. Suppose instead that a state is a random real vector confined to $M$ of the $N$ sites. The derivation applies with $M$ in place of $N$, so $E[P]=3/(M+2)$ and

$$M=\frac{3}{E[P]}-2 .$$

A real random vector on all 1000 sites has $1/E[P]=334$, although no site is excluded. A complex one has $1/E[P]\approx500$. Neither number by itself is evidence of localization. A localized state keeps $P$ finite as the cell grows, while for the random vectors $P$ falls as $1/N$. The dependence on cell size carries the information.

## 6. When an eigenvector is a random vector

Consider a random real symmetric matrix whose probability density is unchanged by every rotation $H\to OHO^T$. The rotation turns each eigenvector $\psi$ into $O\psi$, so no direction is preferred and the eigenvectors are uniform on the real sphere. Unitary invariance gives the complex case in the same way.

Ten Gaussian matrices of each kind with $N=200$ gave average $NP=2.973$ (formula 2.970) and $1.981$ (formula 1.990). The complex average is low by 0.009. If the 2000 vectors are treated as independent, the standard error is about $(2/\sqrt{200})/\sqrt{2000}=0.003$, so this is a deviation of roughly three standard errors. It is only 0.5% of the value. I take it for a sampling fluctuation, which one run cannot prove.

A solid has no such invariance: its disorder sits on sites and bonds. The random-vector values can hold approximately when disorder mixes many plane waves with effectively random coefficients. Two cases show what happens otherwise.

**A uniform state in a random network.** Let sites be joined by random positive couplings $c_{ij}$, with $H_{ij}=-c_{ij}$ and $H_{ii}=\sum_jc_{ij}$. For real $\psi$,

$$\sum_{ij}\psi_iH_{ij}\psi_j=\frac12\sum_{ij}c_{ij}(\psi_i-\psi_j)^2\ge0 .$$

The uniform vector gives zero and is the lowest state of a connected network, whatever the couplings. A periodic $6\times6\times6$ lattice with couplings drawn between 0.5 and 1.5 gave $NP=1.000000$ on diagonalization. This extended state of a disordered system reaches $1/N$.

**A nearly uniform band edge.** The lowest state of a weakly disordered crystal cell begins as a constant. Take a cubic lattice of spacing $a$ with $L$ sites per edge, nearest-neighbour hopping $-t$ and independent site energies $V_i$, uniform in an interval of width $W$ around zero. The clean band, measured from its bottom, is

$$\varepsilon_q=2t\sum_{\alpha=x,y,z}(1-\cos q_\alpha a)\approx ta^2q^2 .$$

Matching this to $\hbar^2q^2/2m^*$ fixes $t=\hbar^2/(2m^*a^2)$.

At zero Bloch phase write the lowest state as $\psi_i\propto1+\delta_i$, where $\delta$ has zero average over sites. First-order perturbation theory gives $\delta_q=-V_q/\varepsilon_q$ for $q\ne0$. With $\langle\cdot\rangle$ a site average and $s=\langle\delta^2\rangle$,

$$NP=\frac{\langle(1+\delta)^4\rangle}{\langle(1+\delta)^2\rangle^2}\approx\frac{1+6s}{1+2s}\approx1+4s .$$

The second-order part of the wave function also averages to zero over sites, so it does not alter this leading term. At $W=0.1t$ in one $8^3$ cell, diagonalization gave $NP-1=3.675\times10^{-4}$ and the formula $3.668\times10^{-4}$.

The site energies have variance $W^2/12$, and with $V_q=N^{-1}\sum_iV_ie^{-iq\cdot r_i}$ independence gives $E|V_q|^2=W^2/12N$. Hence

$$E[s]=\frac{W^2}{12N}\sum_{q\ne0}\frac1{\varepsilon_q^2}.$$

Long waves dominate for large $L$. They have $q=2\pi n/(La)$ with integer vectors $n$, so $\varepsilon_q\approx t(2\pi)^2n^2/L^2$. With $N=L^3$,

$$E[s]\approx\frac{W^2L}{12\,t^2(2\pi)^4}\sum_{n\ne0}\frac1{|n|^4}.$$

The sum converges in three dimensions, so the correction grows in proportion to the cell edge. Evaluated with the full lattice band, $E[s]$ grows by a factor 1.95 from $L=20$ to $L=40$, close to the limiting factor 2. When the site energies are independent and the disorder is weak, a small cell thus holds its band-edge state near $NP=1$, because its plane waves are too widely spaced in energy for the disorder to mix them strongly.

## 7. Real and complex states in a supercell

Without spin-orbit coupling or a magnetic field, a spinless supercell Hamiltonian at $\Gamma$ can be chosen real, and so can its eigenvectors. At a general Bloch vector $k$ the hopping carries phases that cannot all be removed, and the eigenvectors are complex. For mixed states the reference value of $NP$ then changes from about 3 to about 2, although the material is the same.

A complex matrix is not by itself sufficient. As the Bloch phase goes to zero, the eigenvectors of nondegenerate levels in a fixed cell go continuously to the real ones. The value 2 requires a phase large enough to mix neighbouring levels. It also requires staying away from phases of $\pi$: when the phase along every edge is 0 or $\pi$, the hopping across the cell boundary at most changes sign, the Hamiltonian is real again, and the reference returns to 3. In one $8^3$ cell of the model of section 8 the mid-band $NP$ was about 3.2, 2.5, 2.1, 2.0 and 3.1 for phases 0, 0.1, 0.3, $\pi/2$ and $\pi$ along each edge.

## 8. A cell in the regime of an indium-based oxide

Take $a=0.35$ nm, $m^*=0.30\,m$ and $W=2.5$ eV. With $\hbar^2/2m=0.0381$ eV nm$^2$,

$$t=\frac{0.0381}{0.30\times0.35^2}\ \text{eV}\approx1.04\ \text{eV},\qquad \frac Wt\approx2.4 .$$

Cells of $8^3$ and $10^3$ sites were diagonalized for six and three disorder draws. The larger has an edge of 3.5 nm. The same site energies were used at $\Gamma$ and at a $k$ with phase $\pi/2$ along each edge, called generic below. This $k$ lies on a symmetry line of the clean cell, but at this $W$ three unequal phases give nearly the same mid-band value, 2.02 in $8^3$ cells. Mean values of $NP$ are:

| States | $8^3$ | $10^3$ |
|---|---|---|
| Middle tenth of band, $\Gamma$ | 3.18 | 3.07 |
| Middle tenth of band, generic $k$ | 2.01 | 2.01 |
| Lowest state, $\Gamma$ | 1.22 | 1.38 |

In the larger cell the mid-band values lie 2.6% and 0.4% above the random-vector values 2.994 and 1.998. Their ratio is 1.53, against 1.50 for random vectors. Going from the smaller to the larger cell moves the $\Gamma$ value by $-0.10$ and the generic value by $-0.005$. Single draws scatter by about 0.04 ($8^3$) and 0.02 ($10^3$) at $\Gamma$ and by at most about 0.02 at the generic $k$, so the first shift is mainly an effect of cell size, while the second is within the scatter. The size effect is not a steady approach to the reference: averaged over more draws, edges of 7, 8, 9 and 10 sites give about 2.93, 3.16, 3.03 and 3.06 at $\Gamma$. At weak disorder the values depend strongly on the cell and on $k$. At $W=0.02t$ the middle tenth of the $8^3$ states has $NP\approx6.3$ at $\Gamma$, 2.3 with phase $\pi/2$ along each edge, and 1.1 with three unequal phases, while a $7^3$ cell at $\Gamma$ gives about 2.9. A value near 3 in one cell is therefore not proof of strong mixing. The better sign is that at $W/t\approx2.4$ the values stay near the references when the cell and $k$ are changed.

The lowest state behaves differently. The first-order formula, evaluated with the same site energies, gives 1.19 and 1.25. In the three draws of the larger cell it therefore supplies 0.25 of the mean excess of 0.38, and the rest is of higher order. Three draws do not fix the mean, however. Over 30 draws it is about 1.27, with a standard deviation of 0.08 between draws, so the 1.38 in the table is high and overstates both the typical excess and its growth from the smaller cell. The mean first-order correction, extrapolated linearly in cell edge, reaches 1 near 17 nm. There the expansion has failed. That length is neither a localization length nor a cell size at which $NP=3$ is assured.

**Comparison with the material.** The spacing and mass are rough values for the metal-$s$ conduction band of amorphous indium-based oxides used in thin-film transistors. The disorder width is a round choice, not a value derived for a particular oxide; the first-order correction scales as $W^2$. Mobile electrons occupy states near the band bottom, so the mid-band states, about $6t\approx6$ eV higher, serve here to examine mixing and do not describe transport. In a real amorphous network, neighbouring site energies need not be independent. Averaging each energy with its six neighbours, then rescaling to the same variance, raised the lowest-state value in $8^3$ cells from 1.24 to 2.53, while the mid-band value stayed at 3.20. These are means of four draws. With averaged energies the lowest-state value scatters by about 1 from draw to draw, so the rise is clear but its size is only rough. This averaging multiplies $|V_q|^2$ by up to 7 at long wavelength, where $1/\varepsilon_q^2$ is largest. Random hopping changes of up to 20% moved the lowest-state value only from 1.24 to 1.27 in four draws. Over 60 draws the mean rise is about 0.07, still small beside the effect of averaged site energies.

The value 2.53 does not show that the state is becoming a random vector. Gathering of the density in regions of low potential also raises $P$, and one number cannot separate the two.

**Temperature.** At 300 K the thermal energy is 0.026 eV, while the first level gap of the clean $10^3$ cell is

$$2t(1-\cos36^\circ)\approx0.40\ \text{eV}.$$

One band-edge state in such a cell cannot represent the many states that thermal electrons occupy in a large sample.

**Projected weights.** In an electronic-structure calculation the site weights come from projections and may not add to one. If every weight is reduced by 20%, the raw $P$ is multiplied by $0.8^2=0.64$. A real random vector then shows $NP\approx0.64\times2.99=1.9$, close to the complex value. Dividing $\sum_ip_i^2$ by $(\sum_ip_i)^2$ removes this uniform loss. It cannot restore weight lost unevenly, for example on oxygen orbitals outside the projection.

The model also omits spin-orbit coupling, electron interaction and the actual atomic structure. Within its assumptions, 3 and 2 are references for well-mixed states at $\Gamma$ and at a generic $k$. They are not lower bounds for extended states; the lower bound remains $NP=1$. The numerical output below gives the remaining digits.

## Computed values

```
Sphere integral, real N=3: mean P = 0.600000
Sphere integral, complex N=2: mean P = 0.666667
Variance of P, real N=3: 0.030476
Variance of P, complex N=2: 0.022222
Integral, real N=1000: mean P = 0.00299401
Integral, complex N=1000: mean P = 0.00199800
Uniform weights, N=1000: P = 0.00100000
Length-IPR correlation, Gaussian N=2: 0.0031
Length-IPR correlation, cube N=2: -0.3252
Sampled/formula variance, real N=100: 1.001
Sampled/formula variance, complex N=100: 1.000
Random real matrices N=200: N*P = 2.9728
  formula: 2.9703
Random complex matrices N=200: N*P = 1.9809
  formula: 1.9900
N=1000 real: N*P mean 2.9940, std 0.1538
  Chebyshev bound on chance of N*P <= 1.5: 0.0106
N=1000 complex: N*P mean 1.9980, std 0.0630
  Chebyshev bound on chance of N*P <= 1.5: 0.0160
Zero-row-sum random network, lowest state: N*P = 1.000000
Site spacing: 0.35 nm
Effective mass: 0.30 m_e
Mass from band curvature: 0.3000 m_e
Hopping t: 1.0367 eV
Disorder width W: 2.50 eV; W/t = 2.411
Cell edge, 10 sites: 3.50 nm
Bloch phase per edge at generic k: 1.5708 rad
Cell 8^3, mid-band, Gamma: N*P = 3.176
Cell 8^3, mid-band, generic k: N*P = 2.010
Cell 8^3, lowest state, Gamma: N*P = 1.216
  first-order formula: 1.193
Cell 10^3, mid-band, Gamma: N*P = 3.073
Cell 10^3, mid-band, generic k: N*P = 2.005
Cell 10^3, lowest state, Gamma: N*P = 1.380
  first-order formula: 1.254
Shift 8^3 to 10^3, mid-band Gamma: -0.103
Shift 8^3 to 10^3, mid-band generic: -0.005
Shift 8^3 to 10^3, lowest state: +0.164
Mid-band ratio Gamma/generic, 10^3: 1.533
Weak disorder W=0.1t: N*P-1 = 3.675e-04
  first-order formula: 3.668e-04
Correction growth, edge 20 to 40 sites: factor 1.951
Edge where mean correction is 1: 16.6 nm
Neglect test 8^3, base: mid 3.200, low 1.240
  hopping +-20%: mid 3.133, low 1.271
  correlated sites: mid 3.196, low 2.527
Thermal energy at 300 K: 0.0259 eV
First level gap, clean 10^3 cell: 0.3960 eV
Raw P factor if 20% of norm is lost: 0.64
```
